# Dielectric eigenvalues above one do not forbid intersite antiscreening

## The argument under review

The manuscript reasons as follows. In the random-phase approximation (RPA) the static dielectric matrix $\varepsilon$ has no eigenvalue below one. The screened interaction is $W=\varepsilon^{-1}v$, so $W$ is smaller than the bare interaction $v$ at every distance. A later remark concedes that some molecules and chains have $W>v$ between different sites, and attributes this to the induced charge, which sums to zero.

Two questions have to be separated. What does the spectrum of $\varepsilon$ say about a single element $W_{ij}$? And does neutrality explain the exceptions, given that a three-dimensional dielectric is neutral as well?

## What the eigenvalues control

Take $N$ point-like sites. Let $v_{ij}$ be the interaction energy of two electron charges on sites $i$ and $j$, with $v$ a positive definite matrix. Let $\chi^0_{ij}=\partial n_i/\partial\phi_j$ be the static response of the electron number $n_i$ to a potential energy $\phi_j$, without interaction between the induced charges. For real orbitals $\varphi_a$ (doubly occupied) and $\varphi_b$ (empty), first-order perturbation theory gives

$$\chi^0_{ij}=-4\sum_{ab}\frac{\rho^{ab}_i\rho^{ab}_j}{e_b-e_a},\qquad \rho^{ab}_i=\varphi_a(i)\varphi_b(i).$$

One factor 2 is spin. The other arises because the change of $\varphi_a^2$ is $2\varphi_a\delta\varphi_a$. Each term is minus a square, so $\chi^0$ is negative semidefinite.

A unit test charge on site $j$ produces the total potential $W_{ij}$ on site $i$, which is the bare potential plus that of the induced charge:

$$W=v+v\chi^0W\quad\Rightarrow\quad W=(1-v\chi^0)^{-1}v,\qquad \varepsilon=1-v\chi^0 .$$

Define $A=-v^{1/2}\chi^0v^{1/2}$, which is positive semidefinite. Since $v^{1/2}Av^{-1/2}=-v\chi^0$, we have $\varepsilon=v^{1/2}(1+A)v^{-1/2}$. This is a similarity transformation, so the eigenvalues of $\varepsilon$ are those of $1+A$ and are at least one. The manuscript's premise is correct. Inserting this form into $W$ gives

$$W=v^{1/2}(1+A)^{-1}v^{1/2},\qquad D\equiv v-W=v^{1/2}\,\frac{A}{1+A}\,v^{1/2}.$$

Hence $x^TDx\ge0$ for every charge distribution $x$: screening cannot raise the interaction energy of a distribution with itself. Choosing $x$ on one site gives $W_{ii}\le v_{ii}$. For $i\neq j$, the nonnegative determinant of the $2\times2$ block of $D$ gives

$$|W_{ij}-v_{ij}|\le\sqrt{(v_{ii}-W_{ii})(v_{jj}-W_{jj})}.$$

This limits the size of the change and leaves its sign open. The manuscript's error is to read an inequality between quadratic forms as an inequality between elements.

## A two-site counterexample

Let two sites share two electrons, with hopping amplitude $t$, on-site interaction $U$ and intersite interaction $V<U$. The orbitals are $(1,\pm1)/\sqrt2$, the gap is $2t$, and $\rho=(1,-1)/2$. Therefore

$$\chi^0=-\frac{1}{2t}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.$$

The even vector $(1,1)$ has response zero, so its interaction eigenvalue $U+V$ is unchanged. The odd vector $(1,-1)$ has response $-1/t$, so its eigenvalue $U-V$ becomes

$$W_-=\frac{U-V}{1+(U-V)/t}.$$

The matrix elements are half the sum and half the difference of the eigenvalues:

$$W_{11}=\tfrac12(U+V+W_-),\qquad W_{12}=\tfrac12(U+V-W_-).$$

Subtracting the bare values,

$$W_{12}-V=\tfrac12(U-V-W_-)=U-W_{11}>0 .$$

What the on-site element loses, the intersite element gains. A test charge on site 1 pushes electrons to site 2, where they add to the repulsion.

For $U=10$, $V=2$ and $t=1.2$ eV, $W_-=8/(1+8/1.2)=1.04$ eV. Hence $W_{11}=6.52$ eV and $W_{12}=5.48$ eV, and both differ from their bare values by 3.48 eV. The difference $W_{11}-W_{12}=W_-$ is strongly reduced although $W_{12}$ has grown. For $t\to\infty$ the response vanishes and $W\to v$. For $t\to0$ both elements tend to $(U+V)/2$.

## What neutrality does imply

Occupied and empty orbitals are orthogonal, so each $\rho^{ab}$ sums to zero over the sites. With $\mathbf 1$ the vector of ones, $\chi^0\mathbf 1=0$: a uniform potential moves no charge. The response including the induced interaction is $\chi=\chi^0(1-v\chi^0)^{-1}$. Because $(1-v\chi^0)\mathbf 1=\mathbf 1$, the inverse also leaves $\mathbf 1$ unchanged, and $\chi\mathbf 1=0$.

Now let $q$ be the charge distribution whose bare potential is uniform, $vq=\mathbf 1$. Substituting $W$ once into its own equation gives $W-v=v\chi v$, so

$$(W-v)q=v\chi vq=v\chi\mathbf 1=0,\qquad\text{or}\qquad \sum_j(W_{ij}-v_{ij})\,q_j=0\ \text{ for each } i .$$

If all $q_j$ are positive and $W_{ii}<v_{ii}$, the term $j=i$ is negative and some other term must be positive. Every screened site then has at least one antiscreened partner. The conditions are a finite system, a neutral response and $q>0$. If $q$ has mixed signs, the sum rule survives but the conclusion about partners does not follow from it.

## An eight-site molecule

Consider an open chain of eight sites and eight electrons, with hoppings alternating between 1.2 and 0.8 eV and the stronger bonds at the ends. Take $v_{ii}=U=10$ eV and $v_{ij}=K/|i-j|$ with $K=2$ eV. These are round model parameters. Diagonalizing the hopping matrix gives $\chi^0$, and a linear solve gives $W$. The eigenvalues of $\varepsilon$ run from 1.00 to 8.04, as the manuscript requires. The elements from end site 1 are below; $W^r$ omits one transition and is discussed in the last section.

| $j$ | $v_{1j}$ (eV) | $W_{1j}$ (eV) | $W^r_{1j}$ (eV) | $q_j$ (1/eV) |
|---|---|---|---|---|
| 1 | 10.00 | 4.66 | 5.97 | 0.0703 |
| 2 | 2.00 | 3.85 | 4.69 | 0.0583 |
| 3 | 1.00 | 1.62 | 2.56 | 0.0555 |
| 4 | 0.67 | 1.96 | 2.03 | 0.0545 |
| 5 | 0.50 | 1.15 | 1.09 | 0.0545 |
| 6 | 0.40 | 1.30 | 0.37 | 0.0555 |
| 7 | 0.33 | 0.87 | 0.03 | 0.0583 |
| 8 | 0.29 | 0.93 | −0.38 | 0.0703 |

All $q_j$ are positive. The on-site term of the sum rule is $(4.655-10)\times0.07025=-0.375$, and the seven intersite terms add to $+0.375$. Here all seven partners of site 1 are antiscreened, which is more than the sum rule demands. In the whole molecule 25 of the 28 pairs are antiscreened, so three are not.

$W_{1j}$ does not fall steadily with distance: it is larger at $j=4$, 6 and 8 than at the site just before. The alternating bond strengths are not needed for this: with all hoppings set to 1.0 eV, the same three rises remain.

## Is neutrality the cause?

Replace the response by a purely local one, $\chi^0=-G$ with $G$ diagonal and nonnegative, as if each site exchanged electrons with its own reservoir. Then

$$W-v=-vGW .$$

If the elements of $v$ and $W$ are nonnegative, every element on the right is at most zero, and $W_{ij}\le v_{ij}$ for all pairs. The manuscript's first claim holds in this case, for a reason other than the eigenvalues. Keeping only the diagonal of the molecule's $\chi^0$ gives positive $W_{ij}$ and no antiscreened pair; $W_{12}$ drops from 3.85 to 0.07 eV.

Exact neutrality is nevertheless not necessary. Adding a leak of $-0.001$ per eV to each diagonal element of the neutral $\chi^0$ spoils the zero sum, yet the largest intersite $W_{ij}-v_{ij}$ is still 1.80 eV. This is expected, since a matrix inverse changes continuously. Neutrality, with $q>0$, is thus a sufficient condition for some antiscreening. It does not say at which distance.

## Where the interaction is raised: the chain

To locate the effect, let charge flow along nearest-neighbour bonds $b$. A potential difference $\Delta_b\phi$ across a bond moves the charge $k\,\Delta_b\phi$ towards the lower potential energy. Then $\chi^0_{ij}=-k\sum_b d^b_id^b_j$, where $d^b$ is $+1$ and $-1$ at the two ends of the bond. From $W-v=v\chi^0W$,

$$W_{ij}-v_{ij}=-k\sum_b(\Delta_bv_i)(\Delta_bW_j),$$

where $v_i$ and $W_j$ are the potentials of charges on sites $i$ and $j$. If both potentials fall with distance, their differences have opposite signs on the bonds between the charges, which raise the interaction. They have equal signs on the bonds outside, which lower it.

Take $k=0.1$ per eV and the same $U$ and $K$. In an open chain of 401 sites, solved by matrix inversion, a charge at the centre and one four sites away receive $+0.392$ eV from the bonds between them and $-0.198$ eV from those outside. The net change is $+0.194$ eV, from 0.500 to 0.694 eV.

For the infinite chain the series $\sum_{n\ge1}z^n/n=-\ln(1-z)$ with $z=e^{iq}$, where $q$ is now a wavenumber in units of the inverse spacing, gives

$$v(q)=U+2K\sum_{n\ge1}\frac{\cos qn}{n}=U-2K\ln u,\qquad u=2|\sin(q/2)|,$$

and $\chi^0(q)=-k|1-e^{iq}|^2=-ku^2$. Therefore

$$\varepsilon(q)=1+ku^2v(q),\qquad W(q)-v(q)=-\frac{ku^2v(q)^2}{1+ku^2v(q)} .$$

Since $v(q)>0$ for these parameters, $W(q)<v(q)$ at every nonzero wavenumber. This again restricts eigenvalues and not distances. As $q\to0$, $u^2\ln^2u\to0$, so the change vanishes there and $\sum_R[W(R)-v(R)]=0$. Numerical Fourier integration gives $W(0)=5.45$ eV, a loss of 4.55 eV on site, which the other sites together must regain. At $R=1$, 2, 4 and 8 the interaction rises from 2.00, 1.00, 0.50 and 0.25 eV to 2.78, 1.59, 0.69 and 0.28 eV.

The large-$R$ behaviour comes from the singularity at $q=0$. To leading order,

$$W(q)-v(q)\simeq-k\left[4K^2q^2\ln^2|q|-4KUq^2\ln|q|+U^2q^2\right].$$

The last term is analytic and leaves no power-law tail. For the others, use the integral, understood with a convergence factor,

$$\frac1{2\pi}\int_{-\infty}^{\infty}|q|^se^{iqR}dq=-\frac{\sin(\pi s/2)\,\Gamma(1+s)}{\pi R^{1+s}}=-\frac{s}{2R}+\frac{s^2(\ln R+\gamma)}{2R}+\dots$$

with $\gamma$ Euler's constant. Comparison with $|q|^s=1+s\ln|q|+\tfrac12s^2\ln^2|q|+\dots$ shows that $\ln|q|$ transforms to $-1/(2R)$ and $\ln^2|q|$ to $(\ln R+\gamma)/R$. A factor $q^2$ becomes $-d^2/dR^2$. Thus $q^2\ln|q|$ gives $1/R^3$, and $q^2\ln^2|q|$ gives $-(2\ln R+2\gamma-3)/R^3$. Collecting terms,

$$W(R)-v(R)\simeq\frac{4kK}{R^3}\left[K(2\ln R+2\gamma-3)+U\right].$$

The bracket is positive at large $R$, so this chain antiscreens at long range. The relative change still dies out, because $v$ falls only as $1/R$. At $R=200$ the law gives $0.8\times27.5/200^3=2.75\times10^{-6}$ eV, and the Fourier integral agrees within about 0.1% of that value.

## The same bonds in three dimensions

Now put these bonds along all three axes of a cubic lattice with unit spacing. The response is still neutral: $\chi^0(\mathbf q)\simeq-kq^2$ vanishes at $q=0$. But the bare interaction now diverges as $v(\mathbf q)\simeq4\pi K/q^2$. The two powers cancel, and

$$\varepsilon\to1+4\pi kK=3.51 .$$

For $R$ large compared with the spacing and small compared with the distance to the surface, $W\simeq K/(\varepsilon R)$, which is below $v$. The bond formula shows why. In the continuum limit its sum becomes an integral, and with $W_j=K/(\varepsilon|\mathbf r-\mathbf r_j|)$,

$$W-v\simeq-\frac{kK^2}{\varepsilon}\int\nabla\frac1{|\mathbf r-\mathbf r_i|}\cdot\nabla\frac1{|\mathbf r-\mathbf r_j|}\,d^3r=-\frac{4\pi kK^2}{\varepsilon R}=-\Big(1-\frac1\varepsilon\Big)\frac KR .$$

The integral follows by parts from $-\nabla^2(1/r)=4\pi\delta(\mathbf r)$. The surrounding volume, where the two fields reinforce each other, outweighs the region between the charges.

The compensating charge has gone to the surface. For a continuum sphere of radius $R_s$ with the test charge at its centre, Gauss's law gives the field $K/(\varepsilon r^2)$ inside and $K/r^2$ outside. Integrating inward from infinity,

$$W-v=-\Big(1-\frac1\varepsilon\Big)K\Big(\frac1r-\frac1{R_s}\Big)\quad(r<R_s),$$

and zero outside. No point is antiscreened. The sum rule is not violated: the charge $q$ that gives a uniform potential sits entirely on the surface, where $W-v=0$. Inside the continuum sphere $q=0$, so the condition $q>0$ fails there. On a lattice $q$ can remain positive but tiny in the interior. The sum rule then still requires an antiscreened partner, but the increase it guarantees is tiny as well.

A cube differs. For 31 sites along each edge and a charge at the centre, solved iteratively with Fourier transforms for the potentials, the values along an axis at $R=2$, 4 and 8 fall from 1.00, 0.50 and 0.25 eV to 0.38, 0.22 and 0.15 eV. At $R=4$ the raising bonds contribute $+0.200$ eV and the lowering ones $-0.480$ eV, the reverse of the balance in the chain. Near the centre the potential of the surface charge is nearly constant and largely cancels in differences, so the slope between $R=4$ and 8 estimates the dielectric constant: $0.250/0.0729=3.43$, about 2% below the long-wavelength value. At the corners, however, $W=0.087$ eV exceeds $v=0.077$ eV. Antiscreening exists in this neutral piece of dielectric too, but far from the charge.

## Consequence for constrained RPA

Constrained RPA omits the transitions within a target space, which the low-energy model will treat itself. Every remaining transition density still sums to zero, so the partially screened interaction $W^r$ obeys the same sum rule with the same $q$. Let $\chi^t$ be the omitted part of $\chi^0$. Since $W^{-1}=v^{-1}-\chi^0=(W^r)^{-1}-\chi^t$, the quadratic-form argument used for $v-W$ applies with $W^r$ in place of $v$. Hence $W\le W^r\le v$ as quadratic forms.

The single elements need not follow that order. Omitting the transition from the highest occupied to the lowest empty orbital of the eight-site molecule gives the $W^r$ column of the table. On site the order holds: 4.66, 5.97 and 10.00 eV. Between the ends, $W^r_{18}=-0.38$ eV lies below both $W_{18}=0.93$ eV and $v_{18}=0.29$ eV. An attractive element is compatible with a positive definite $W^r$.

A downfolded model should therefore take its intersite elements from the calculation, with their signs, and not interpolate them between $v$ and $W$. If it keeps only some of the sites, the antiscreened partner guaranteed by the sum rule may be among those left out. The numbers here belong to static RPA with point-like sites; exchange and correlation in the response, frequency dependence and the extent of real orbitals are left out.
